# Short-range singlet-triplet splitting of a Wannier exciton

**Q.** You claim that a Wannier exciton has a singlet-triplet splitting caused by electron-hole exchange. The Coulomb interaction does not act on spin. How can it separate the two?

**A.** Through a process open to one spin state and closed to the other: the pair annihilates and is created again.

Let me fix the setting. There is one filled valence band $v$ and one empty conduction band $c$, both spin-degenerate, without spin-orbit coupling. I use the Bethe-Salpeter equation with a static screened attraction, keeping only pair-creation amplitudes (the Tamm-Dancoff form). Orbitals are real, and units are Hartree atomic units. The Coulomb operator is

$$\frac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},$$

$$(pq|rs)=\int\!\!\int\frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\,\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Four terms destroy a pair $c'v'$ and create a pair $cv$. Two of them carry $(cc'|v'v)$; they are the direct electron-hole attraction, which is replaced by the screened one. The other two are the exchange terms. They differ only by interchange of the two integration variables, which cancels the factor $\frac12$:

$$(cv|v'c')\sum_{\sigma\tau}a^\dagger_{c\sigma}a^\dagger_{v'\tau}a_{c'\tau}a_{v\sigma}.$$

Now move $a_{v\sigma}$ to the left past two operators. The two sign changes cancel, and one anticommutator remains:

$$a^\dagger_{v'\tau}a_{c'\tau}a_{v\sigma}=a_{v\sigma}a^\dagger_{v'\tau}a_{c'\tau}-\delta_{vv'}\delta_{\sigma\tau}a_{c'\tau}.$$

The last term gives $a^\dagger_{c\sigma}a_{c'\sigma}$, a one-body energy of the electron that is the same for all spin states. The first gives

$$K\sum_{\sigma\tau}\left(a^\dagger_{c\sigma}a_{v\sigma}\right)\left(a^\dagger_{v'\tau}a_{c'\tau}\right),\qquad K=(cv|c'v').$$

**Q.** And the factor of two?

**A.** Write $|\sigma\rangle=a^\dagger_{c\sigma}a_{v\sigma}|0\rangle$, where $|0\rangle$ is the closed shell. The operator turns either spin label into either label with the same amplitude $K$. In the basis $|\!\uparrow\rangle,|\!\downarrow\rangle$ it is

$$K\begin{pmatrix}1&1\\1&1\end{pmatrix}.$$

The singlet $(|\!\uparrow\rangle+|\!\downarrow\rangle)/\sqrt2$ has eigenvalue $2K$. The triplet $(|\!\uparrow\rangle-|\!\downarrow\rangle)/\sqrt2$ has eigenvalue zero. The other two triplet states, such as $a^\dagger_{c\uparrow}a_{v\downarrow}|0\rangle$, also give zero, because $a^\dagger_{v'\tau}a_{c'\tau}$ cannot refill a spin-down vacancy with a spin-up electron. The screened attraction leaves both spins alone and is common to all four states. Therefore

$$H_S-H_T=2K \tag{1}$$

as a matrix in the space of pairs. Here $K$ contains the bare Coulomb interaction; screening of exchange by bands outside the two-band space is not included.

**Q.** That is a matrix for a whole crystal, while an exciton spreads over thousands of cells. Which elements matter?

**A.** Use Wannier functions $w_c$ and $w_v$, one of each per cell, on a simple cubic lattice with constant $A$ and cell volume $\Omega=A^3$. For $N$ cells and total momentum $\mathbf Q$, define

$$|\boldsymbol\rho\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf Q\cdot\mathbf R}\,|\text{electron at }\mathbf R+\boldsymbol\rho,\ \text{hole at }\mathbf R\rangle .$$

The exciton is $\sum_{\boldsymbol\rho}U(\boldsymbol\rho)|\boldsymbol\rho\rangle$ with $\sum|U|^2=1$.

A pair enters $K$ through the product of its electron and hole functions. If these sit in different cells and are well localized, the product is negligible. What remains is the same-cell transition density

$$\varrho(\mathbf r)=w_c(\mathbf r)w_v(\mathbf r),\qquad \int\varrho\,d^3r=0,$$

whose integral vanishes because the functions are orthogonal. Exchange then acts at $\boldsymbol\rho=0$ alone. From here on $|0\rangle$ denotes this pair state with $\boldsymbol\rho=0$, not the closed shell. With

$$J(\mathbf R)=\int\!\!\int\frac{\varrho(\mathbf r)\varrho(\mathbf r'-\mathbf R)}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

the double sum over cells, divided by $N$, becomes a single sum:

$$\langle 0|K|0\rangle=\sum_{\mathbf R}e^{-i\mathbf Q\cdot\mathbf R}J(\mathbf R). \tag{2}$$

**Q.** So a pair in one cell can vanish and reappear in a distant one. That is not a cell integral, and it is hardly short-range.

**A.** The objection is correct, and it forces a definition. If $\varrho$ has a dipole moment $\mathbf d=\int\mathbf r\varrho\,d^3r$, then $J(\mathbf R)$ falls as $R^{-3}$, and its sum depends on the direction of $\mathbf Q$. Fourier space separates that part. With $\tilde\varrho(\mathbf k)=\int\varrho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$,

$$J(\mathbf R)=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi|\tilde\varrho(\mathbf k)|^2}{k^2}e^{i\mathbf k\cdot\mathbf R}.$$

The sum over $\mathbf R$ of $e^{i(\mathbf k-\mathbf Q)\cdot\mathbf R}$ is $(2\pi)^3/\Omega$ times delta functions at $\mathbf k=\mathbf Q+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector. Hence

$$\langle0|K|0\rangle=\frac1\Omega\sum_{\mathbf G}\frac{4\pi|\tilde\varrho(\mathbf Q+\mathbf G)|^2}{|\mathbf Q+\mathbf G|^2}.$$

For small $\mathbf Q$, neutrality gives $\tilde\varrho(\mathbf Q)\simeq-i\mathbf Q\cdot\mathbf d$. The $\mathbf G=0$ term therefore tends to a value that depends on the direction $\hat{\mathbf Q}$, while the others have an ordinary limit:

$$\langle0|K|0\rangle\to J+\frac{4\pi(\hat{\mathbf Q}\cdot\mathbf d)^2}{\Omega},\qquad
J=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi|\tilde\varrho(\mathbf G)|^2}{G^2}. \tag{3}$$

I call $J$ the cell exchange integral and its effect the short-range exchange. The other term is the long-range exchange. It vanishes for a transverse exciton, $\mathbf Q\perp\mathbf d$. Since $J$ is a sum of squares, it cannot be negative, so in this model short-range exchange does not put the singlet below the triplet.

**Q.** I would have called the plain same-cell integral $J(\mathbf R=0)$ the cell exchange integral. Is yours a different number?

**A.** Yes, in general. Call yours $J_0$. The difference can be found for a p-like density, $\varrho=x$ times a function of $r$. Its transform has the form $\tilde\varrho(\mathbf k)=-ik_xh(k)$ with $h(0)=d$. Put this into (3). The cubic lattice treats $G_x^2$, $G_y^2$ and $G_z^2$ alike, so $G_x^2/G^2$ may be replaced by $\frac13$:

$$J=\frac{4\pi}{3\Omega}\sum_{\mathbf G\neq0}h(G)^2=\frac{4\pi}{3\Omega}\sum_{\mathbf G}h(G)^2-\frac{4\pi d^2}{3\Omega}.$$

The same delta-function identity turns the complete sum into one over cells:

$$\frac{4\pi}{3\Omega}\sum_{\mathbf G}h(G)^2=\frac{4\pi}{3}\sum_{\mathbf R}\int\frac{d^3k}{(2\pi)^3}h(k)^2e^{i\mathbf k\cdot\mathbf R}.$$

For $\mathbf R=0$ this is $J_0$, because the angular average of $k_x^2/k^2$ is also $\frac13$. For $\mathbf R\ne0$ it is the overlap of a localized function with its copy in another cell, which I neglect. Thus

$$J=J_0-\frac{4\pi d^2}{3\Omega}. \tag{4}$$

If "short-range" is to mean "same cell", use $J_0$ in what follows. A transverse exciton feels $J$, because distant cells contribute $-4\pi d^2/(3\Omega)$ to it. For a longitudinal exciton they contribute $-\frac{4\pi}3+4\pi=\frac{8\pi}3$ in units of $d^2/\Omega$.

**Q.** Those are conditionally convergent sums. I do not trust Fourier manipulations with them.

**A.** The numerical check also adds the dipole interactions in real space, at $QA=0.6$ and with a smooth cutoff. It finds $8.14$ and $-4.07$ in units of $d^2/\Omega$; the limits are $8.38$ and $-4.19$. Both sums are about 3 % below their limits in magnitude. Finite $Q$ and the cutoff both affect them, and I have not separated the two effects. Relation (4) is tested separately, with $J$ computed from the Fourier components of an explicit density.

**Q.** Fine. Now you have a number for one cell. How does the size of the exciton enter?

**A.** Through the probability that both particles are in the same cell. To first order in exchange, take the triplet amplitude $U$ as the state and use (1):

$$\Delta=E_S-E_T=\langle U|2K|U\rangle=2J|U(0)|^2. \tag{5}$$

This is the short-range part. To express it by an envelope, let $U$ vary slowly from cell to cell and set $U(\boldsymbol\rho)=\sqrt\Omega\,F(\boldsymbol\rho)$. The factor follows from normalization:

$$1=\sum_{\boldsymbol\rho}|U(\boldsymbol\rho)|^2=\sum_{\boldsymbol\rho}\Omega|F(\boldsymbol\rho)|^2\simeq\int|F(\mathbf r)|^2d^3r.$$

Equation (5) becomes

$$\boxed{\Delta=2J\,\Omega\,|F(0)|^2} \tag{6}$$

Here $|F(0)|^2$ is a probability per volume and $\Omega|F(0)|^2$ a pure number, so $\Delta$ is an energy, as it must be. An envelope with a node at the origin, such as a p state, has no splitting from this term.

**Q.** Where does the inverse cube come from? So far $F$ is arbitrary.

**A.** From the shape of the ground state. Take isotropic bands with nearest-neighbour hopping. At $\mathbf Q\to0$, a hop of the electron changes $\boldsymbol\rho$ by one lattice step, and so does a hop of the hole. Their amplitudes add to

$$t=\frac1{2m_eA^2}+\frac1{2m_hA^2}=\frac1{2\mu A^2},$$

where $\mu$ is the reduced mass. Measured from the band gap, the kinetic term is $t\left[6U(\boldsymbol\rho)-\sum_{\boldsymbol\delta}U(\boldsymbol\rho+\boldsymbol\delta)\right]$, with $\boldsymbol\delta$ running over the six nearest-neighbour steps. In a Taylor expansion the odd terms cancel, and the second-order terms give $-tA^2\nabla^2U=-\nabla^2U/(2\mu)$. With attraction $-1/(\varepsilon r)$ the triplet envelope obeys

$$-\frac{1}{2\mu}\nabla^2F-\frac1{\varepsilon r}F=E\,F.$$

Try $F=Ce^{-r/a}$. For a function of $r$, $\nabla^2F=F''+2F'/r=\left(\frac1{a^2}-\frac2{ar}\right)F$, so

$$-\frac1{2\mu a^2}+\frac1{\mu ar}-\frac1{\varepsilon r}=E.$$

The $1/r$ terms must cancel, which gives $a=\varepsilon/\mu$ and $E=-\mu/(2\varepsilon^2)$. Normalization fixes $C$:

$$1=4\pi C^2\int_0^\infty r^2e^{-2r/a}dr=4\pi C^2\,\frac{2}{(2/a)^3}=\pi a^3C^2 .$$

Therefore $|F(0)|^2=1/(\pi a^3)$ and

$$\Delta=\frac{2J\Omega}{\pi a^3}. \tag{7}$$

The power $-3$ refers to changes of $a$ at fixed $J$ and $\Omega$. Comparing different materials changes those too.

**Q.** You evaluate a smooth envelope at the one point where the hydrogen function has a cusp and the lattice is most visible. Why should that work?

**A.** It works when $a\gg A$, and the approach to that limit can be measured. The program diagonalizes the lattice problem with and without a very weak exchange, $J/t=5\times10^{-4}$. The splitting divided by (7) is 1.25, 1.10 and 1.06 for $a/A=3$, 5 and 7. Between the last two sizes the local exponent of $a$ is $-3.12$.

So the continuum formula is 20 % below the lattice result at three cells' radius and about 6 % below at seven. These corrections depend, in size and even in sign, on the attraction assumed when both particles share a cell: at seven cells, $2.0/(\varepsilon A)$ gives a ratio of 0.90 and $3.5/(\varepsilon A)$ gives 1.22. I used $2.837/(\varepsilon A)$, chosen so that lattice sums of a smooth function over $r$ reproduce the integral. Equation (5), which uses the actual lattice amplitude, agrees with the weak-exchange splittings within the test's 0.2 % tolerance at all three sizes.

**Q.** You chose a very weak exchange. In a large exciton the splitting is tiny anyway, so surely first order is safe for any $J$?

**A.** No. A small splitting shows that the particles seldom meet. It does not show that exchange is weak when they do. A strong repulsion in one cell pushes the amplitude out of that cell, however large the exciton is.

This can be worked out without perturbation theory, because exchange acts on one state, $|0\rangle$. Let $E_n$ and $U_n$ be the triplet energies and amplitudes, with $U_0=U$ and $E_0=E_T$. Let the singlet be $\psi=\sum_nc_nU_n$ with energy $E_S$. Projecting its equation on $U_n$ gives

$$(E_S-E_n)\,c_n=2J\,U_n^*(0)\,\psi(0).$$

Solve for $c_n$, form $\psi(0)=\sum_nc_nU_n(0)$, and divide by $\psi(0)$:

$$1=2J\sum_n\frac{|U_n(0)|^2}{E_S-E_n}.$$

States with $U_n(0)=0$ drop out. For $J>0$ the right side is negative below $E_0$. Between $E_0$ and the next contributing level it falls from $+\infty$ to $-\infty$, so the lowest solution lies there. Separate the term $n=0$, which equals $2J|U(0)|^2/\Delta$:

$$\Delta=\frac{2J|U(0)|^2}{1+2Jg},\qquad g=\sum_{n\ge1}\frac{|U_n(0)|^2}{E_n-E_S}>0. \tag{8}$$

First order thus overestimates the splitting in this model, and it requires $2Jg\ll1$.

**Q.** Then does $g$ depend on $a$ and spoil the inverse cube?

**A.** It depends on $a$, but it should tend to a constant. As $a$ grows through $\varepsilon$ at fixed bands, the attraction on every site goes to zero and the excited states approach free band states. I then expect

$$g\to\frac Wt,\qquad W=\int\frac{d^3\theta}{(2\pi)^3}\,\frac1{6-2(\cos\theta_x+\cos\theta_y+\cos\theta_z)}=0.2527,$$

with each $\theta$ running from $-\pi$ to $\pi$. The integral is finite in three dimensions, because the denominator vanishes as $\theta^2$ while the volume element supplies $\theta^2d\theta$. In the limit the prefactor is reduced and the power stays $-3$.

This is a limiting argument, not a proof. It is supported by lattice diagonalizations at $J/t=0.33$: the ratio of the full splitting to (5) is 0.77, 0.80 and 0.81 for $a/A=3$, 5 and 7. The proposed limit is $1/(1+2\times0.33\times0.2527)=0.857$. The ratios rise towards it but are not yet there.

**Q.** Give me an example with numbers, including the parts that are inconvenient.

**A.** Take round model parameters: $A=8$ bohr, $\mu=0.02$, $\varepsilon=5$. For the cell functions take Gaussians with $\alpha=0.5$ bohr$^{-2}$, s-like for the electron and p-like for the hole:

$$w_c=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha r^2},\qquad w_v=2\sqrt\alpha\,x\,w_c.$$

The mean of $x^2$ in $w_c^2$ is $1/(4\alpha)$, which normalizes $w_v$ and gives

$$d=\frac{2\sqrt\alpha}{4\alpha}=\frac1{2\sqrt\alpha}=0.707\ e\,\text{bohr}.$$

The density $\varrho=w_cw_v$ is $-\partial_x$ of $d$ times a normalized Gaussian proportional to $e^{-2\alpha r^2}$, so $h(k)=d\,e^{-k^2/(8\alpha)}$. Then

$$J_0=\frac{4\pi d^2}{3}\int\frac{d^3k}{(2\pi)^3}e^{-k^2/(4\alpha)}=\frac{4\pi d^2}{3}\left(\frac\alpha\pi\right)^{3/2}=\frac13\sqrt{\frac\alpha\pi}=0.1330\ \text{hartree}.$$

With $\Omega=512$ bohr$^3$, the correction in (4) is $0.0041$ hartree, so $J=0.1289$ hartree. The two definitions differ by 3 % of $J_0$.

Are these functions localized enough? The largest computed exchange coupling between a same-cell pair and a pair split between neighbours along $x$ is $2\times10^{-7}$ of $J_0$. This holds for the chosen Gaussians only. They and $\mu$ are independent inputs of the model: neighbouring s functions overlap by $e^{-\alpha A^2/2}=e^{-16}$, far too little to generate the hopping that $\mu=0.02$ implies. The isotropy of the bands is also an input, since a single $p_x$ function couples differently to neighbours along $x$ and along $y$. The number does not show that split pairs are negligible for Wannier functions that do produce such bands.

The radius is $a=5/0.02=250$ bohr, or 31 lattice constants. The same-cell probability is

$$\frac{\Omega}{\pi a^3}=512\times2.037\times10^{-8}=1.043\times10^{-5},$$

and the first-order splitting is

$$\Delta=2\times0.1289\times1.043\times10^{-5}=2.69\times10^{-6}\ \text{hartree}=73\ \mu\text{eV}.$$

An exchange integral of a tenth of a hartree has become a splitting far below the binding energy of $4.0\times10^{-4}$ hartree. Doubling $\varepsilon$ doubles $a$ and divides $\Delta$ by eight, to $3.4\times10^{-7}$ hartree.

**Q.** And the inconvenient parts?

**A.** There are two. First, the longitudinal singlet lies higher than the transverse one. By (3), with the same factors $2$ and $\Omega|F(0)|^2$, its extra first-order shift is

$$2\,\frac{4\pi d^2}{\Omega}\,\Omega|F(0)|^2=8\pi d^2|F(0)|^2=2.6\times10^{-7}\ \text{hartree},$$

about a tenth of $\Delta$. This value is unscreened. The two bands of the example add only about 0.03 to $\varepsilon$, so $\varepsilon=5$ comes from other bands, and these screen the macroscopic field behind this term. A background of $\varepsilon=5$ divides the shift by five, to $5.1\times10^{-8}$ hartree, about 2 % of $\Delta$. Either way, a splitting measured on that exciton would not be purely short-range.

Second, $t=0.391$ hartree gives $J/t=0.33$, so exchange is not weak on the scale of the hopping. I have not diagonalized a lattice large enough for $a/A=31$. The ratio found at seven cells would give $2.2\times10^{-6}$ hartree, and the large-radius limit $2.3\times10^{-6}$ hartree. These ratios are relative to (5), whereas 73 μeV comes from (7). At seven cells (5) was still 6 % above (7), so there the two corrections together give $0.81\times1.06=0.86$ of (7). If the ratio keeps rising towards its limit, and if the difference between (5) and (7) has become negligible at 31 cells, which I have not tested, the splitting lies between these values, 14 to 19 % below the first-order result. This range refers to the same-cell attraction $2.837/(\varepsilon A)$ used in all the lattice calculations. The Gaussians of the example would give the larger value $\frac53\sqrt{\alpha/\pi}/\varepsilon=5.3/(\varepsilon A)$, which raises (5) to 1.88 times (7) at seven cells and 1.48 times at ten, and the range is not shown to hold for it.

The range also rests on two other features of the model. One is the band: $g$ depends on the whole dispersion, not on $\mu$ alone, and nearest-neighbour hopping with this $t$ gives a pair bandwidth $12t=128$ eV, far wider than real bands. A pair energy $\sqrt{E_g^2+2E_gT}$, with gap $E_g$ and $T=t[6-2(\cos\theta_x+\cos\theta_y+\cos\theta_z)]$, has the same $\mu$ but lowers the large-radius ratio from 0.857 to between 0.49 and 0.66 for $E_g$ from 0.02 to 0.1 hartree. The other is the Tamm-Dancoff form. Adding the exchange part of the coupling between pair creation and pair annihilation lowers the large-radius ratio of the nearest-neighbour band to 0.76–0.77 for the same gaps. The 73 μeV is therefore the leading-order value for this model, and the size of the exciton alone does not make it more accurate than that.

## Values computed for the example and the checks

```
TESTS OF THE STEPS
singlet minus triplet matrix vs 2K, max error: 1.7e-14 hartree
neighbour exchange, dipoles along the bond: -1.953125e-03 hartree
neighbour exchange, dipoles across the bond: 9.765625e-04 hartree
largest intersite exchange coupling / J0: 2.2e-07
damped dipole sum, Q along d: 8.141 d^2/Omega
  limit 8 pi/3: 8.378 d^2/Omega
damped dipole sum, Q across d: -4.071 d^2/Omega
  limit -4 pi/3: -4.189 d^2/Omega
LATTICE EXCITONS
same-cell value of 1/r: 2.8373 1/A
weak exchange used: J/t = 5.0e-04
a/A = 3: weak-exchange splitting 1.4779e-05 t
  divided by 2J Omega/(pi a^3): 1.2536
  example J/t, exact / first order: 0.7674
a/A = 5: weak-exchange splitting 2.8127e-06 t
  divided by 2J Omega/(pi a^3): 1.1045
  example J/t, exact / first order: 0.7957
a/A = 7: weak-exchange splitting 9.8402e-07 t
  divided by 2J Omega/(pi a^3): 1.0603
  example J/t, exact / first order: 0.8098
exponent of a between a/A = 5 and 7: -3.121
W from integral: 0.25273, from boxes: 0.25274 (units 1/t)
exact / first order for a -> infinity: 0.8571
WORKED EXAMPLE
lattice constant A: 8.0 bohr, cell volume: 512.0 bohr^3
Gaussian exponent: 0.50 bohr^-2
reduced mass: 0.020 m_e, dielectric constant: 5.0
exciton radius a: 250.0 bohr = 31.25 A
exciton binding energy: 4.000e-04 hartree
transition dipole d: 0.70711 e bohr
same-cell integral J0: 0.132981 hartree
term 4 pi d^2/(3 Omega): 0.004091 hartree
cell exchange integral J: 0.128890 hartree
|F(0)|^2: 2.0372e-08 bohr^-3
same-cell probability Omega |F(0)|^2: 1.0430e-05
splitting: 2.6887e-06 hartree = 73.16 micro-eV
splitting with J0 in place of J: 2.7741e-06 hartree
extra longitudinal shift: 2.5600e-07 hartree
splitting with doubled eps: 3.3609e-07 hartree
hopping t: 0.39062 hartree, J/t: 0.3300
splitting times ratio at a/A = 7: 2.1774e-06 hartree
splitting times ratio at a -> infinity: 2.3044e-06 hartree
```
